Excitonic Absorption from the Bethe-Salpeter Equation: Spin, Volume and k-Point Prefactors

An insulating crystal without spin polarization or spin-orbit coupling has cell volume Ω. It is sampled by a uniform grid of N_k k points that contains k = 0, which is the same as a crystal of volume V = N_kΩ with periodic boundary conditions. Its quasiparticle energies E_ck, E_vk and Bloch orbitals |ck⟩, |vk⟩ are known, with c for empty and v for filled bands. Electron and hole attract through a static screened interaction W. The problem is to find the absorption spectrum Im ε_M(ω) for light polarized along a principal axis x, with every numerical factor fixed.

Hartree atomic units are used. Orbitals are normalized over the volume V. The optical dielectric function is taken as the limit q→0, along x, of the response to a potential of wave vector q.

**(a) An external potential energy U e^{iqx} acts on the electrons. Express ε_M through a response function whose internal interactions do not include the macroscopic Coulomb field.**

Let n be the induced density component at wave vector q, and C = 4π/q² the Coulomb interaction at that wave vector. The full response χ is defined by n = χU. The electrons then feel the macroscopic potential

U_tot = U + Cn = (1 + Cχ)U.

The dielectric function is the ratio of external to total macroscopic potential, so

1/ε_M = 1 + Cχ.

Now define χ̄ as the response to U_tot, n = χ̄U_tot. In χ̄ the term Cn counts as part of the driving potential, so it must not appear again among the internal interactions. These retain the Coulomb components at q+G with G ≠ 0 (the local fields) and the attraction W. Inserting U_tot gives

n = χ̄(U + Cn), hence χ = χ̄/(1 − Cχ̄).

Therefore

1 + Cχ = (1 − Cχ̄ + Cχ̄)/(1 − Cχ̄) = 1/(1 − Cχ̄),

and

ε_M = 1 − Cχ̄.

This step uses linear response and no approximation to the remaining interactions.

**(b) Calculate χ̄ from the linearized equation of motion of the density matrix, neglecting the coupling between positive- and negative-frequency transitions. Does it matter that the macroscopic term was removed first?**

The density matrix obeys i dρ/dt = [h, ρ]. Write ρ = ρ₀ + δρ e^{−izt}, where z = ω + iη and η is a small positive number. To first order, in the basis of quasiparticle states with occupations f,

zδρ_ab = (E_a − E_b)δρ_ab + (f_b − f_a)δh_ab.

The last term is the commutator [δh, ρ₀]. The change δh contains the driving potential and the field of the induced density matrix. W is held fixed: its own change with the density matrix is neglected. For spin σ the latter is

δh_σ(r,r') = δ(r−r') ∫dr″ v̄(r,r″) Σ_σ' δρ_σ'(r″,r″) − W(r,r') δρ_σ(r,r'),

where v̄ is the Coulomb interaction without its G = 0 component. The first part responds to the density of both spins; the second acts within one spin.

A resonant transition has a = (c,k+q), b = (v,k) and f_b − f_a = 1. Let t = (v,c,k) label it for one spin, and let φ_t = ⟨c,k+q|e^{iqx}|v,k⟩. The two interaction matrices are

X_tt' = ∫∫ c*(r)v(r) v̄(r,r') c'(r')v'*(r') dr dr',

D_tt' = ∫∫ c*(r)c'(r) W(r,r') v(r')v'*(r') dr dr'.

Let 𝓗 be the Hermitian matrix over transitions and spins that contains E_c − E_v, X and −D, and let Φ hold φ for both spins. For unit driving potential the resonant part obeys

(z − 𝓗)δρ = Φ.

An antiresonant transition has a = (v,k+q), b = (c,k) and f_b − f_a = −1. Dropping its coupling to the resonant ones is the Tamm-Dancoff approximation. What remains is

(z + 𝓗')δρ' = −Φ'.

Exchanging c and v in the integrals gives the complex conjugates of X and D. Likewise ⟨v,k+q|e^{iqx}|c,k⟩ is the conjugate of ⟨c,k|e^{−iqx}|v,k+q⟩. Thus 𝓗' and Φ' are the conjugates of the resonant quantities at −q, and for q→0 they have the same energies and strengths.

The density component is n = (1/V) ∫e^{−iqx}n(r)dr = (1/V) Σ φ*_ab δρ_ab, summed over spin. Expanding in the normalized eigenvectors |Λ⟩ of 𝓗, with energies E_Λ, gives

χ̄ = (1/V) Σ_Λ |⟨Λ|Φ⟩|² [1/(z − E_Λ) − 1/(z + E_Λ)],

and, after multiplication by −C,

ε_M = 1 + (4π/(q²V)) Σ_Λ |⟨Λ|Φ⟩|² [1/(E_Λ − z) + 1/(E_Λ + z)].

The order of the steps does matter. At z = 0 the two blocks contribute equally; call each contribution to −Cχ̄ r. The formula above gives ε_M = 1 + 2r. Suppose instead that the macroscopic term is kept inside each decoupled block. Part (a), applied to one block, turns r into r/(1+r), and the definition of ε_M then yields

1/(1 − 2r/(1+r)) = (1+r)/(1−r),

which differs from 1 + 2r at order r². In the model of part (f) with ten cells, 2r = 0.874. The two orders give 1.874 and 2.551, while the calculation with full coupling gives 1.880. The case X = D = 0 shows which order is right: once the macroscopic term is removed, nothing couples the two blocks, so 1 + 2r is exact and (1+r)/(1−r) is not. The macroscopic term should therefore be separated before the blocks are decoupled.

**(c) Eliminate spin. Which states absorb, and what factor does spin leave behind?**

In the space of the two spin-conserving transitions ↑↑ and ↓↓, the resonant matrix has the blocks

diagonal: E_c − E_v + X − D,
off-diagonal: X.

For an orbital vector A with Σ_t |A_t|² = 1, the combination (A, A)/√2 is normalized. Acting on it, the diagonal and off-diagonal X add. The singlet problem is therefore

H A^λ = E_λ A^λ, H = (E_c − E_v) + 2X − D.

For (A, −A)/√2 the two X terms cancel, leaving (E_c − E_v) − D, the triplet problem.

The driving vector is the same for both spins, Φ = (φ, φ). Its overlap with a singlet is

(1/√2)(A†φ + A†φ) = √2 A†φ, with square 2|A†φ|².

Its overlap with the triplet combination is zero. The two remaining triplet states flip a spin and carry no density. Hence singlets alone absorb in this spin-orbit-free problem, with a factor 2.

This factor belongs to amplitudes normalized over orbital transitions. If they are normalized over spin as well, each spin has amplitude B = A/√2. The coherent sum over both spins then equals √2 times the orbital sum. Its square already contains the 2, which must not be added again.

**(d) Take the limit q→0 and write the overlap A†φ in terms of dipoles. What happens to the dipoles when the conduction bands are shifted rigidly?**

Let h be the one-particle Hamiltonian that generates the orbitals, with eigenvalues ε_c, ε_v. The position x itself is not periodic, but the velocity ẋ = i[h, x] is. Expanding in q,

e^{−iqx} h e^{iqx} = h + iq[h, x] + O(q²) = h + qẋ + O(q²),

because [h, x] = −iẋ. Multiplying from the left by e^{iqx} gives

[h, e^{iqx}] = q e^{iqx}ẋ + O(q²).

Take this between ⟨c,k+q| and |v,k⟩. The left side is (ε_{c,k+q} − ε_{vk})φ, so to leading order

φ = q⟨ck|ẋ|vk⟩/(ε_ck − ε_vk).

Define the interband dipole by

⟨ck|x|vk⟩ = −i⟨ck|ẋ|vk⟩/(ε_ck − ε_vk).

Then φ = iq⟨ck|x|vk⟩, and

A†φ = iq Σ_{vck} A*_{vck}⟨ck|x|vk⟩ = iq S*,

S_λ = Σ_{vck} A^λ_{vck} ⟨vk|x|ck⟩.

Thus |A†φ|² = q²|S_λ|², and this q² cancels the 1/q² of the Coulomb interaction.

The order of the bands in the dipole matters. If |ck⟩ is multiplied by e^{iα}, its amplitude A acquires e^{−iα}, since A|ck⟩ must describe the same state. The dipole ⟨vk|x|ck⟩ acquires e^{iα}, and the product is unchanged. With ⟨ck|x|vk⟩ the phases would add, and S would depend on an arbitrary choice at each k.

A rigid shift s (a scissors correction) changes E_c − E_v to ε_c − ε_v + s but leaves the orbitals alone. The overlap φ depends on orbitals only, so the dipole is unchanged. The velocity and the energy difference in its definition must come from the same Hamiltonian. If h contains a nonlocal potential, ẋ also differs from the momentum operator.

**(e) Assemble Im ε_M for ω > 0, and examine its limits.**

With V = N_kΩ, parts (b), (c) and (d) combine to

ε_M = 1 + (4π/(q²N_kΩ)) Σ_λ 2q²|S_λ|² [1/(E_λ − z) + 1/(E_λ + z)].

For z = ω + iη the first fraction has the imaginary part

η/[(E_λ − ω)² + η²] → πδ(ω − E_λ).

The second gives −πδ(ω + E_λ), which vanishes for ω > 0 if all E_λ > 0, as assumed here. The result is

Im ε_M(ω) = (8π²/(N_kΩ)) Σ_λ |Σ_{vck} A^λ_{vck}⟨vk|x|ck⟩|² δ(ω − E_λ).

The factor 8π² is 4π from the Coulomb interaction, 2 from spin and π from the line shape.

*No interaction.* If X = D = 0, each eigenvector can be chosen as a single transition (degenerate transitions, such as those at k and −k, may also be mixed, which leaves their summed strength unchanged). The squared sum becomes |⟨vk|x|ck⟩|², and the independent-particle spectrum is recovered.

*Total weight.* The eigenvectors are complete, Σ_λ A^λ_t A^λ*_t' = δ_tt'. Therefore

Σ_λ |S_λ|² = Σ_{vck} |⟨vk|x|ck⟩|².

Within the Tamm-Dancoff approximation, and for fixed orbitals, the interaction redistributes ∫Im ε_M dω over frequency without changing it.

*Dense k grids.* For a bound exciton normalized over N_k points, on a grid fine enough to resolve it and with Bloch phases chosen smoothly in k, A_k ≈ g(k)/√N_k with g a smooth function. The sum S is then √N_k times the zone average of g(k)⟨vk|x|ck⟩. If this average is not zero, |S|² grows as N_k; if symmetry makes it vanish, the singlet is dark for this polarization. The prefactor 1/N_k makes the line weight converge. The incoherent sum Σ|A_k x_k|² stays finite, and with the same prefactor it would tend to zero. Unbound pairs form a continuum only as N_k→∞; on a finite grid the broadening must be comparable to or larger than the spacing of their levels.

*Coupling beyond Tamm-Dancoff.* With resonant and antiresonant transitions coupled, the eigenvalue problem is no longer Hermitian in this form, and its states have amplitudes of both kinds. The squared sum above then no longer applies as written.

**(f) Evaluate the lowest line of a two-band model, first by hand on four k points, then on dense grids.**

The cell has length a = 10 bohr and volume Ω = 2000 bohr³. It contains two sites, one at x = 0 with energy +0.05 hartree and one at x = 4 bohr with energy −0.05 hartree. Hopping is 0.12 hartree within a cell and 0.07 hartree between cells. The conduction band is shifted by 0.10 hartree. The attraction is

W(x) = 1/(2.5√(x² + 4)),

in hartree for x in bohr, where x is the shortest distance between two sites on the periodic ring of N_k cells. The sites are treated as points, and the position x is diagonal in the site basis. Local fields are kept along x, up to the third reciprocal vector. This cut-off is part of the model and the numbers below depend on it: with 2000 reciprocal vectors, at N_k = 120, the lowest singlet moves from 0.2064 to 0.2081 hartree and its weight from 0.2660 to 0.2629 hartree.

Below, "exciton" means a singlet exciton. The triplets lack the repulsive term 2X and start at lower energy, but they are dark. For N_k = 4 the lowest exciton lies at 0.1901 hartree. The table lists the quasiparticle gap, the moduli of dipole and amplitude, and their product, after a common phase that makes S real is removed.

ka/π | gap (hartree) | |x_k| (bohr) | |A_k| | A_k x_k (bohr)
0 | 0.4929 | 0.1527 | 0.0246 | 0.0038
0.5 | 0.3953 | 0.9764 | 0.0844 | 0.0816 − 0.0111i
1 | 0.2414 | 6.3640 | 0.9925 | 6.3165
1.5 | 0.3953 | 0.9764 | 0.0844 | 0.0816 + 0.0111i

The imaginary parts cancel. The unrounded terms add up to

S = 6.4836 bohr, |S|² = 42.037 bohr².

The weight, meaning the coefficient of the delta function, is

8π²/(4 × 2000) × 42.037 = 0.0098696 × 42.037 = 0.4149 hartree.

This grid is too coarse for a converged answer: one point, at the zone boundary, supplies nearly the whole sum. Denser grids give

N_k | |S|² (bohr²) | weight (hartree) | (8π²/(N_kΩ)) Σ|A_k x_k|² (hartree)
30 | 202.1 | 0.2660 | 0.0417
60 | 404.3 | 0.2660 | 0.0208
120 | 808.6 | 0.2660 | 0.0104

The square doubles with N_k, the weight settles, and the incoherent sum multiplied by the same prefactor halves, as found in part (e).

At N_k = 120 the exciton energy is 0.2064 hartree (5.62 eV). This is 0.0350 hartree below the quasiparticle gap of 0.2414 hartree (6.57 eV). The total weight is 0.2834 hartree both with and without the interaction, and the lowest exciton holds 0.2660/0.2834 = 94% of it. For a broadening η = 0.005 hartree, its peak height is

0.2660/(π × 0.005) = 16.9,

against 0.20 for independent pairs at the same frequency.

The numerical check also solves the response of a ten-cell ring in real space, with explicit spin and small finite q, without using dipoles. A contour integral around its lowest pole gives a weight of 0.2635 hartree, in agreement with the sum over k. Putting the shifted gap into the dipole denominator would give 0.0970 hartree instead. A separate finite-field calculation for isolated two-site units, with no shift and no interaction (X = D = 0), tests the static prefactor: both routes give ε_M = 1.3295.

Table of computed values

```
cell length 10.0 bohr, site B at 4.0 bohr, volume 2000.0 bohr^3
hoppings 0.12, 0.07; site energies +-0.05; scissors 0.1 hartree
W(x)=1/(2.5*sqrt(x^2+2.0^2)) hartree, x in bohr; |G| index <= 3
isolated units: polarizability 52.4351 bohr^3
  static eps, finite field 1.329460, line formula 1.329460
ring of 10 cells, q = 0.0001 bohr^-1: eps_M from response | from lines
  z = 0.00+0.00j hartree: 1.87362+0.00000j | 1.87362
  z = 0.20+0.02j hartree: 2.30625+3.98040j | 2.30625+3.98040j
  z = 0.30+0.02j hartree: 0.24060+0.23511j | 0.24060+0.23511j
  z = 0.45+0.02j hartree: 0.75740+0.02967j | 0.75740+0.02967j
lowest line weight: contour 0.263539, formula 0.263539 hartree
  with shifted gap in dipole denominator (wrong): 0.096978 hartree
  random phases and <c|x|v> in place of <v|x|c> (wrong): 0.102739 hartree
lowest triplet 0.18876 hartree, weight 1.0e-29 hartree
lowest singlet 0.20494 hartree, weight 0.263539 hartree
full coupling, z = 0.00+0.00j: 1/(1+v chi) 1.88041+0.00000j, 1-v chibar 1.88041+0.00000j
full coupling, z = 0.30+0.02j: 1/(1+v chi) 0.23567+0.23822j, 1-v chibar 0.23567+0.23822j
decoupled blocks, z = 0: 1/(1+v chi) 2.55121, 1-v chibar 1.87362
four k points, lowest exciton: k*a/pi, quasiparticle gap (hartree),
  |<v|x|c>| (bohr), |A|, term A*<v|x|c> (bohr, common phase removed)
  0.0  0.49294  0.15270  0.02465  0.00376+0.00000j
  0.5  0.39530  0.97639  0.08438  0.08164-0.01108j
  1.0  0.24142  6.36396  0.99255  6.31654+0.00000j
  1.5  0.39530  0.97639  0.08438  0.08164+0.01108j
  E = 0.19008 hartree, S = 6.48358 bohr, weight 0.414886 hartree
Nk, E_1 (hartree), |S_1|^2 (bohr^2), weight (hartree), incoherent (hartree)
  30  0.206438  202.143  0.266010  0.041677
  60  0.206438  404.293  0.266014  0.020838
  120  0.206438  808.586  0.266014  0.010419
Nk=120: gap 0.24142 hartree = 6.569 eV
  lowest exciton 0.20644 hartree = 5.617 eV, binding 0.03498 hartree
  total weight: excitons 0.283385, independent pairs 0.283385 hartree
  share of lowest exciton in total weight 0.9387
  Im eps_M at E_1, broadening 0.005 hartree: excitons 16.9428, independent pairs 0.2022
  lowest line alone, weight/(pi*broadening): 16.9350
```
